# Does a barrier that falls linearly on heating bend an Arrhenius plot?

## Question

I am modelling how nitrogen atoms jump between interstitial sites in bcc iron during nitriding. For each jump path I use the rate

$$w(T)=\nu\,e^{-G(T)/kT},$$

with a constant attempt frequency $\nu=10$ THz. The free-energy barrier falls on heating by 0.1 meV per kelvin:

$$G(T)=H-sT,\qquad H=0.80\ \text{eV},\quad s=0.10\ \text{meV/K}.$$

The barrier is therefore 0.735 eV at 650 K and 0.715 eV at 850 K. The slope of an Arrhenius plot gives the barrier, so I expected the plot of $\ln w$ against $1/T$ to be about 20 meV less steep at its hot end. When I plot the rates, however, I find a straight line with a slope of 0.80 eV, a barrier that the atom has at no temperature in my range. Where has the change of barrier gone, and which number should I call the barrier?

## Answer

The faulty step is "the slope gives the barrier". That holds for a constant barrier. When the barrier depends on temperature, the slope also contains its rate of change, and for a linear law the temperature-dependent parts of the two terms cancel, leaving the constant $H$.

### What the slope measures

Let $\beta=1/kT$, and define the apparent activation energy as minus the local slope,

$$E(T)=-\frac{d\ln w}{d\beta}.$$

Since $\ln w=\ln\nu-\beta G$ and $\nu$ is constant, the product rule gives

$$E=\frac{d(\beta G)}{d\beta}=G+\beta\,\frac{dG}{dT}\,\frac{dT}{d\beta}.$$

From $T=1/(k\beta)$ we have $dT/d\beta=-1/(k\beta^2)=-kT^2$. The factor in the second term is then $\beta\,(-kT^2)=-T$, so

$$E=G-T\,\frac{dG}{dT}.$$

Your expectation kept the first term and dropped the second. For your barrier $dG/dT=-s$, and

$$E=(H-sT)+sT=H.$$

At 650 K the barrier is 0.735 eV and the missing term is $650\times0.10$ meV $=0.065$ eV. At 850 K they are 0.715 eV and 0.085 eV. Both sums are 0.800 eV.

In thermodynamic language, and with the constant prefactor $\nu$ used here, $s=-dG/dT$ is the activation entropy and $H$ is the activation enthalpy. If the rate is written with the prefactor $kT/h$ instead, where $h$ is Planck's constant, the same slope corresponds to an activation enthalpy of $H-kT$. The height of the rate is governed by $G$, and the slope of the plot by $H$.

### Where the lower barrier shows up

Put the linear law into the rate and separate the exponent:

$$w=\nu\exp\!\left(-\frac{H-sT}{kT}\right)=\nu\,e^{s/k}\,e^{-H/kT}.$$

The term $sT$ is divided by $kT$, so the temperature drops out. What remains is a constant factor. With $k=0.08617$ meV/K,

$$\frac{s}{k}=\frac{0.10}{0.08617}=1.16,\qquad e^{s/k}=3.19.$$

The falling barrier speeds up the jumps by a factor of 3.19 at 650 K and by the same factor at 850 K. A common factor shifts $\ln w$ upwards without tilting or bending it. The plot shows an apparent prefactor of about 32 THz, although the attempt frequency is 10 THz.

The dependence on $s$ is exponential. A fall of 0.2 meV/K gives a factor of 10.2, and a barrier that rises by 0.1 meV/K divides the prefactor by 3.19. A straight plot alone cannot separate $\nu$ from $e^{s/k}$, because it fixes their product.

### Raised compared with what?

The statement "the prefactor rises and nothing else changes" needs a reference. Above, the reference is a barrier held at $H$, the value that the linear law reaches when extended to $T=0$.

Suppose instead that you compute the barrier at one temperature $T_0$ and freeze it there. The frozen rate is $w_0=\nu e^{-G(T_0)/kT}$, and

$$\frac{w}{w_0}=\exp\!\left(-\frac{G(T)-G(T_0)}{kT}\right)=\exp\!\left[\frac{s}{k}\left(1-\frac{T_0}{T}\right)\right].$$

This ratio is 1 at $T_0$, below 1 when colder and above 1 when hotter. The true line is steeper than the frozen one by

$$H-G(T_0)=sT_0,$$

and the two lines cross at $T_0$. For $T_0=750$ K the frozen barrier is 0.725 eV and the difference in slope is 75 meV. The ratio $w/w_0$ is 0.836 at 650 K and 1.146 at 850 K. Both plots are straight; they differ in slope and in prefactor.

Three ways of combining the numbers are therefore worth keeping apart:

- $G(T)$ at the temperature of interest goes with the bare $\nu$.
- $H$ goes with the raised prefactor $\nu e^{s/k}$.
- $H$ with the bare $\nu$ gives a rate too low by a factor of 3.19. Conversely, $G(T)$ with the raised prefactor counts the entropy twice and gives a rate too high by the same factor.

### What does bend the plot

Differentiate the apparent energy once more:

$$\frac{dE}{dT}=\frac{dG}{dT}-\frac{dG}{dT}-T\frac{d^2G}{dT^2}=-T\frac{d^2G}{dT^2}.$$

The curvature of the Arrhenius plot follows from $d\ln w/d\beta=-E$:

$$\frac{d^2\ln w}{d\beta^2}=-\frac{dE}{dT}\frac{dT}{d\beta}=kT^2\frac{dE}{dT}=-kT^3\frac{d^2G}{dT^2}.$$

With constant $\nu$, the plot is straight over a window if and only if $G$ is linear in $T$ over that window. A change of barrier is not enough to bend it; the rate of change must itself change.

As a contrasting case take $G=H-sT-qT^2$ with $q=10^{-7}$ eV/K². Now

$$E=H-sT-qT^2+T(s+2qT)=H+qT^2.$$

The apparent energy is 0.842 eV at 650 K and 0.872 eV at 850 K. This barrier falls ever faster on heating, yet the plot becomes steeper at its hot end. The sign is opposite to the one suggested by reading the slope as $G$.

The physical name for this curvature is an activation heat capacity, $C=dE/dT$. A prefactor proportional to $T$ bends the plot in the same way as $C=k$, since $-d\ln T/d\beta=kT$ adds an energy that grows by $k$ per kelvin.

### Why a barrier should fall linearly at all

A simple origin is a sideways vibration that is softer at the saddle than in the well. Let $x$ run along the jump, with the saddle at $x=0$, and let $y$ be the sideways coordinate. Near the well the stiffnesses are $K_x$ and $K_w$; at the saddle the sideways stiffness is $K_s$. Assume classical motion, thermal equilibrium in the well, and no immediate return after a crossing.

The rate is the one-way flux through the saddle line divided by the population of the well. For a particle of mass $m$, the average of $v_x$ over the forward-moving half of the velocity distribution, normalized to the whole distribution, is

$$\frac{\int_0^\infty v\,e^{-\beta mv^2/2}dv}{\int_{-\infty}^{\infty}e^{-\beta mv^2/2}dv}=\frac{1/(\beta m)}{\sqrt{2\pi/(\beta m)}}=\sqrt{\frac{kT}{2\pi m}}.$$

Hence, with $V$ the potential energy measured from the bottom of the well,

$$w=\sqrt{\frac{kT}{2\pi m}}\;\frac{\int e^{-\beta V(0,y)}dy}{\iint_{\rm well}e^{-\beta V}dx\,dy}.$$

In the harmonic approximation the integrals are Gaussian:

$$w=\sqrt{\frac{kT}{2\pi m}}\;\frac{e^{-\beta H}\sqrt{2\pi kT/K_s}}{\sqrt{2\pi kT/K_x}\,\sqrt{2\pi kT/K_w}}
=\frac{1}{2\pi}\sqrt{\frac{K_x}{m}}\;\sqrt{\frac{K_w}{K_s}}\;e^{-\beta H}.$$

All powers of $T$ in front cancel. The first factor is the attempt frequency $\nu$, and comparison with $\nu e^{s/k}e^{-\beta H}$ gives

$$s=\frac{k}{2}\ln\frac{K_w}{K_s}.$$

A soft saddle is a wide gate. Heating widens the thermally used part of the gate and of the well in the same proportion, as $\sqrt T$, so the ratio of their widths stays at $\sqrt{K_w/K_s}$. This constant ratio enters the free-energy barrier as $-kT\ln\sqrt{K_w/K_s}=-sT$, so the barrier falls linearly although the potential energy at the saddle stays at $H$. Your value of $s$ needs $K_w/K_s=10.2$ if a single mode supplies it. In a crystal many modes can share the change.

The Gaussian step can be tested by evaluating the integrals in the flux formula numerically. I did this for the double well $H(1-x^2)^2$, with $x$ in units of the distance from saddle to well and a sideways stiffness $K_s+(K_w-K_s)\sin^2(\pi x/2)$. The figures that follow depend on this profile: with $K_s+(K_w-K_s)x^2$ they become 0.797 eV, 0.0925 meV/K and 0.960, and the anharmonic entry in the table further on changes from −1.4 to −1.9 meV. At 750 K the slope of the resulting plot is 0.798 eV. The barrier defined by $-kT\ln(w/\nu)$ falls on average by 0.0945 meV/K between 650 and 850 K, and the rate at 750 K is 0.971 of the harmonic one. The small differences are anharmonic: when the temperature is cut to a quarter, the error in $\ln w$ shrinks by a factor between 3 and 5, as expected for a correction proportional to $kT/H$.

### The linear law cannot reach absolute zero

The constant $s$ belongs to classical vibrations. A quantum oscillator of frequency $f$ has the entropy

$$S=k\left[\frac{z}{e^z-1}-\ln(1-e^{-z})\right],\qquad z=\frac{hf}{kT}.$$

For small $z$ this tends to $k(1-\ln z)$. The entropy difference between saddle and well is then $k\ln(f_w/f_s)$, which equals $s$ because frequency goes as the square root of stiffness. For large $z$ both entropies vanish.

Take 10 THz for the sideways mode in the well and 3.13 THz at the saddle. The difference is 0.099 meV/K at 750 K, 0.092 at 300 K, 0.055 at 100 K and 0.0004 at 20 K. The barrier therefore stops falling linearly when the crystal is cold. The number $H$ is the intercept of the line seen in the hot window. It need not be the barrier at low temperature, where zero-point energy also enters.

### From jumps to nitrogen diffusion

In bcc iron, an octahedral interstitial site has four neighbouring octahedral sites at a distance $a/2$, lying in two opposite pairs. For dilute nitrogen the four jumps are equally likely, so the mean displacement of the next jump is zero whatever came before. Successive jumps are uncorrelated and their squared lengths add. With total jump rate $4w$,

$$D=\frac{\langle r^2\rangle}{6t}=\frac{4w\,(a/2)^2}{6}=\frac{a^2w}{6}.$$

Neglecting thermal expansion, $D$ inherits the straight line of $w$. At 750 K, $kT=64.6$ meV and

$$w=10^{13}\times3.19\times e^{-0.800/0.0646}\approx1.34\times10^{8}\ \text{s}^{-1}.$$

With $a=0.287$ nm $=2.87\times10^{-8}$ cm,

$$D=\frac{(2.87\times10^{-8})^2}{6}\times1.34\times10^{8}\approx1.84\times10^{-8}\ \text{cm}^2/\text{s}.$$

In one hour the diffusion length $\sqrt{Dt}$ is about 81 μm. If you used $H$ but forgot the factor 3.19, you would find 46 μm. The length changes by $\sqrt{3.19}$, since it goes as the square root of $D$.

### How straight would a real plot be?

First, the size of the bend you expected. If the slope really were $-G$, integrating $-H+s/(k\beta)$ would give

$$\ln w=-H\beta+\frac{s}{k}\ln\beta+\text{constant}.$$

Halfway along the $1/T$ axis this curve lies 0.010 above the chord joining its ends at 650 and 850 K, which is about 1% in the rate. Over this window the supposed bend would be hard to see; the factor of 3.19 is the larger matter.

The effects left out of the model can bend the plot too, some of them much less than this and one, trapping at empty traps in cold-worked iron, much more. Each one below was added alone, with the others switched off. The second column is the change of apparent energy from 650 to 850 K, and the third is the departure of $\ln D$ from its chord.

| Effect | Change of $E$ (meV) | Bend in $\ln D$ |
|---|---:|---:|
| Activation heat capacity $k$ | +17 | −0.009 |
| Quantum vibration, tunnelling | +1.4 | −0.0007 |
| Anharmonicity, double well | −1.4 | +0.0007 |
| Thermal expansion, through $a^2$ only | +0.7 | −0.0004 |
| Magnetic disorder | +31 | −0.016 |
| Traps, annealed iron | −23 | +0.011 |
| Traps, cold-worked iron | −436 | +0.25 |

The quantum entry assumes 10 THz for both modes in the well, 3.13 THz for the sideways mode at the saddle, and 7.07 THz for the magnitude of the unstable frequency there. It is a trial value too: doubling all these frequencies makes it nearly four times as large.

The magnetic entry assumes that full magnetic order raises the barrier by 50 meV. The added barrier is taken as proportional to the square of a mean-field magnetization that vanishes at 1043 K. The 50 meV is a trial value, and the entry scales in proportion to it. The part of this term that is linear in $T$ merely changes the fitted $H$ and $s$; the curved part causes the bend.

For the traps, let a fraction $c$ of sites be deeper by $E_t$. In equilibrium a deep site holds an atom longer by the factor $e^{E_t/kT}$, so diffusion is slowed to

$$D_{\rm eff}=\frac{D}{1+c\,(e^{E_t/kT}-1)}.$$

I took $E_t=0.70$ eV and one trap per length $a$ of dislocation line. There are $6/a^3$ octahedral sites per volume, so a dislocation density $\rho$ gives $c=(\rho/a)/(6/a^3)=\rho a^2/6$. The two rows use $\rho=10^{13}$ and $10^{15}$ m⁻², each held fixed over the whole window. Cold-worked iron can lose dislocations on heating in this range, which would change the bend. Empty traps matter more when cold, which makes the cold end steeper. The formula assumes that they are mostly empty, that is $\theta e^{E_t/kT}\ll1$, where $\theta$ is the fraction of ordinary sites holding nitrogen. At 650 K this needs $\theta$ well below $4\times10^{-6}$, about 0.0003 wt% N. With filling in local equilibrium the slowing factor becomes about $1+c\,e^{E_t/kT}/(1+\theta e^{E_t/kT})^2$. For the cold-worked row, at a fixed nitrogen content, the bend is then −0.08 at 0.001 wt% N, with the sign reversed, +0.003 at 0.01 wt% and +0.0001 at 0.1 wt%. The two rows are upper estimates for the chosen depth and density, reached only at very low nitrogen content.

Beside real nitriding, a barrier near 0.8 eV is a fair rough value for nitrogen in ferrite, while $s$ is your chosen number and not a measured one. Gas nitriding is usually run in the upper part of the 650–850 K window; 650 K is on the cold side. The 81 μm is a diffusion length in clean iron, not a case depth. In alloy steels nitrogen is also consumed by forming nitrides, and a compound layer can grow at the surface. The largest entry in the table is trapping: with many empty traps the bend reaches 0.25 in $\ln D$, and a least-squares line over the window misses $\ln D$ by up to about 0.17. That applies to very dilute nitrogen in deformed iron. At the 0.01–0.1 wt% dissolved in nitrided ferrite these traps are full and their bend is negligible.

So report $H=0.80$ eV as the activation energy, or enthalpy, and quote $G(T)$ as the free-energy barrier together with its temperature. A visible bend is evidence for something beyond a linear $G$ with constant $\nu$. The numerical output lists the values at all three temperatures.

## Table of computed values

```
H = 0.80 eV, s = 0.10 meV/K, nu = 10 THz
a = 0.287 nm, k = 0.08617 meV/K
s/k = 1.1605
prefactor factor from fit = 3.191
factor for s = 0.2 meV/K: 10.18
fitted slope energy = 0.8000 eV
largest fit residual in ln w = 4e-15
T=650 K: G=0.735 eV, G/kT=13.12, E=0.8000 eV
  w=2.001e+07 1/s, D=2.747e-09 cm2/s
T=750 K: G=0.725 eV, G/kT=11.22, E=0.8000 eV
  w=1.343e+08 1/s, D=1.844e-08 cm2/s
T=850 K: G=0.715 eV, G/kT=9.76, E=0.8000 eV
  w=5.763e+08 1/s, D=7.912e-08 cm2/s
D/(a^2 w) from walk = 0.1667
D0 bare = 1.373e-03, with factor = 4.381e-03 cm2/s
sqrt(D t), 1 h, 750 K = 81.5 um
  same without the factor = 45.6 um
frozen barrier G(750 K) = 0.725 eV
slope excess s*T0 = 75.0 meV
true/frozen rate: 650 K 0.836, 850 K 1.146
curved test barrier: q = 1.0e-07 eV/K2
  E(650), E(850) = 0.8423, 0.8723 eV
K_well/K_saddle = 10.18
saddle transverse frequency = 3.13 THz
flux integral, 750 K: E = 0.7978 eV
  fall of barrier = 0.0945 meV/K
  rate/harmonic rate = 0.9708
mode entropy gap at 750 K = 0.0987 meV/K
mode entropy gap at 300 K = 0.0923 meV/K
mode entropy gap at 100 K = 0.0546 meV/K
mode entropy gap at 20 K = 0.0004 meV/K
quantum factor on rate: 650 K 1.0559, 850 K 1.0324
trial: expansion 1.4e-05 1/K, Curie 1043 K
trial: magnetic 50 meV, trap 0.70 eV
trial: dislocations 1e+13, 1e+15 1/m2
E(850 K)-E(650 K) in meV; mid-window bend of ln D in 0.01:
  imagined (slope = G): -20.0; 1.04
  heat capacity k: 17.2; -0.90
  quantum+tunnelling: 1.4; -0.07
  anharmonicity: -1.4; 0.07
  thermal expansion: 0.7; -0.04
  magnetic disorder: 31.5; -1.62
  traps, annealed: -23.4; 1.06
  traps, cold-worked: -436.4; 24.75
```
